# Estimating a nucleation rate from the fraction of empty pulses

**Question.** A microelectrode receives 200 identical potential pulses, each 0.200 s long, and 66 of them produce no nucleus. What steady nucleation rate does this imply, how large is its statistical uncertainty, and how does that uncertainty scale with the number of pulses, their length and the electrode area?

**Answer.** The fraction of empty pulses measures how likely the bare electrode is to survive one pulse. The answer follows from connecting that survival probability to the rate, and then asking how much the fraction fluctuates when the experiment is repeated.

### From the rate to the empty fraction

Let $A$ be the electrode area, $t$ the pulse length and $J$ the nucleation rate per unit area and time. If $J$ varies over the surface, it stands for the average over $A$. Steady means that a bare electrode has the same probability $r\,dt$, with $r=JA$, of forming a nucleus in every short interval $dt$ of the pulse.

Let $P_0(t)$ be the probability that the electrode is still bare at time $t$. To be bare at $t+dt$ it must be bare at $t$ and then escape nucleation during $dt$:

$$P_0(t+dt)=P_0(t)\,(1-r\,dt),\qquad \frac{dP_0}{dt}=-rP_0 .$$

Every pulse starts with a bare electrode, so $P_0(0)=1$ and

$$p\equiv P_0(t)=e^{-m},\qquad m=JAt .$$

If nucleation continues at the same rate after the first event, the probability $P_n$ of $n$ nuclei obeys $dP_n/dt=r(P_{n-1}-P_n)$ for $n\ge1$. The solution is the Poisson distribution $P_n=e^{-rt}(rt)^n/n!$: differentiating the power gives $rP_{n-1}$, and differentiating the exponential gives $-rP_n$. Then $m$ is the mean number of nuclei per pulse.

The empty fraction needs less than this. The equation for $P_0$ contains only the rate on the bare electrode, so whatever happens after the first nucleus leaves $p$ unchanged. This matters because a growing nucleus consumes metal ions and can suppress nucleation around it.

Suppose the rate drops to $fr$ once one nucleus exists. The mean count $\langle n\rangle$ then grows as

$$\frac{d\langle n\rangle}{dt}=rP_0+fr(1-P_0).$$

Since $\int_0^t rP_0\,dt'=1-e^{-m}$, integration gives

$$\langle n\rangle=(1-e^{-m})+f\,[m-(1-e^{-m})].$$

For $f<1$ this is less than $m$, so a count of nuclei would underestimate the rate while the empty fraction would not. A limited number $M$ of equal, independent sites, each with rate $r/M$, behaves similarly. All sites stay empty with probability $(e^{-m/M})^M=e^{-m}$, but the mean number occupied is $M(1-e^{-m/M})<m$.

### From the empty fraction to the estimate

Let $N$ be the number of pulses and $k$ the number that stay empty. If the pulses are independent and share the same $p$, the probability of the observed $k$ is

$$L=\binom{N}{k}p^k(1-p)^{N-k}.$$

The best-supported $m$ maximises $L$. The binomial coefficient does not depend on $m$, so it is enough to maximise

$$\ell(m)=-km+(N-k)\ln(1-e^{-m}).$$

Its derivative is

$$\ell'(m)=-k+(N-k)\frac{e^{-m}}{1-e^{-m}}=-k+\frac{N-k}{e^m-1}.$$

Setting this to zero gives $e^m-1=(N-k)/k$, hence $e^m=N/k$. The second derivative, $-(N-k)e^m/(e^m-1)^2$, is negative, so this is a maximum. For $0<k<N$,

$$\hat m=-\ln\frac{k}{N},\qquad \hat J=\frac{-\ln(k/N)}{At}.$$

For the data in the question,

$$\hat m=-\ln\frac{66}{200}=-\ln0.330=1.109,$$

and the event rate on the whole electrode is $1.109/(0.200\ \mathrm{s})=5.54\ \mathrm{s^{-1}}$. The rate per area also needs the electrode area, which the question does not give. Take the electrode to be a disc of radius 5.0 µm. Its area is $7.854\times10^{-7}\ \mathrm{cm^2}$, so

$$\hat J=\frac{5.543\ \mathrm{s^{-1}}}{7.854\times10^{-7}\ \mathrm{cm^2}}
=7.06\times10^6\ \mathrm{cm^{-2}\,s^{-1}},$$

or $0.0706\ \mathrm{\mu m^{-2}\,s^{-1}}$.

### How large the statistical error is

Assign to each pulse the value 1 if it is empty and 0 otherwise. The mean of this variable is $p$. Its square equals itself, so its variance is $p-p^2=p(1-p)$. The variances of independent pulses add, and division of the sum by $N$ divides its variance by $N^2$:

$$\mathrm{Var}(k/N)=\frac{p(1-p)}{N}.$$

Write $k/N=p+\delta$, where $\delta$ has mean zero. For $|\delta|\ll p$,

$$\hat m=-\ln(p+\delta)=m-\frac{\delta}{p}+\frac{\delta^2}{2p^2}-\cdots .$$

The linear term sets the variance:

$$\mathrm{Var}(\hat m)\simeq\frac{1-p}{Np}=\frac{e^m-1}{N}.$$

The expansion requires many expected empty pulses, $Np\gg1$. Replacing $p$ by the observed $k/N$ gives the standard error

$$\sigma_m=\sqrt{\frac{N-k}{Nk}}=\sqrt{\frac{134}{200\times66}}=0.101 .$$

With $A$ and $t$ taken as known, $J$ has the same relative error as $m$:

$$\frac{\sigma_J}{J}=\frac{0.1008}{1.1087}=9.1\%,\qquad
\sigma_J=6.4\times10^5\ \mathrm{cm^{-2}\,s^{-1}}.$$

The counting result is therefore $J=(7.1\pm0.6)\times10^6\ \mathrm{cm^{-2}\,s^{-1}}$, where the uncertainty is one standard error.

The quadratic term makes the estimate slightly too high on average, by $(e^m-1)/(2N)=0.0051$ in $m$. This is far below the standard error, so no correction is needed here. A direct sum over the binomial distribution with $m=1.1087$ and $N=200$, leaving out the outcome $k=0$ for which $\hat m$ is infinite, gives a standard deviation of 0.1018. The large-$N$ formula gives 0.1008.

### How the error scales

The relative statistical error is

$$\varepsilon=\frac{1}{m}\sqrt{\frac{e^m-1}{N}},\qquad m=JAt .$$

At fixed $m$ it falls as $N^{-1/2}$, so halving it takes four times as many pulses. Area and pulse length enter through their product. At fixed $J$, doubling the area has the same effect on $\varepsilon$ as doubling the pulse length.

There are two limits. For $m\ll1$, $e^m-1\simeq m$ and

$$\varepsilon\simeq\frac{1}{\sqrt{Nm}}.$$

Nearly all pulses are empty, and the error is set by the small number $Nm$ of pulses that nucleate. For $m\gg1$, with $Ne^{-m}$ still large,

$$\varepsilon\simeq\frac{e^{m/2}}{m\sqrt N}.$$

Now the few empty pulses carry the information, and the error grows almost exponentially with pulse length for as long as many empty pulses are still expected.

Between these limits lies a best $m$ for fixed $N$. Minimising $(e^m-1)/m^2$ through its logarithm gives

$$\frac{e^m}{e^m-1}=\frac{2}{m},\qquad m=2(1-e^{-m}).$$

The function $2(1-e^{-m})-m$ is zero at $m=0$, rises there with slope 1, and is concave. It therefore has one positive zero. Since $\varepsilon$ diverges at both ends of the range, that zero is the minimum. With $y=m-2$, the condition becomes $y=-2e^{-2}e^{-y}$, or $ye^y=-2e^{-2}$. The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$, so on its principal branch

$$m_{\rm best}=2+W(-2e^{-2})=1.594 .$$

The corresponding empty fraction is 0.203. In this large-$N$ approximation, the best pulse length at the estimated rate is $1.5936/(5.543\ \mathrm{s^{-1}})=0.287\ \mathrm{s}$, and 200 such pulses would give an error of 8.8%. For only 200 pulses, the neglected terms move the optimum slightly lower, to about $m=1.5$, and raise the error there to about 9.0%. With the same terms included, the present pulses give 9.2%, so little would be gained by changing their length.

The minimum is broad. For 200 pulses the large-$N$ formula gives 11.4% at $m=0.5$, 9.3% at $m=1$ and about 10% at $m=3$. It gives about 23% at $m=0.1$ and about 13% at $m=4$. The values at $m=3$ and $m=4$ are too low, because only about 10 and 4 empty pulses are expected there and the condition $Np\gg1$ is poorly met. The direct binomial sum, again leaving out $k=0$, gives 11.3% and 13.7%, and at $m=4$ there is a 2.5% chance that no pulse is empty and no finite estimate exists.

This optimum holds for a fixed number of pulses. If instead the total pulse time $T=Nt$ is fixed, substituting $N=T/t$ and $m=JAt$ gives

$$\varepsilon^2=\frac{1}{JAT}\,\frac{e^m-1}{m}.$$

The last factor is $1+m/2+m^2/6+\cdots$, which increases with $m$. More and shorter pulses are then better statistically, provided that the time spent cleaning and resetting the electrode is not counted and the pulses remain long compared with any starting delay.

### An interval, and the two extreme outcomes

A 95% interval can be built without the large-$N$ expansion. Its lower limit for $p$ is the value at which 66 or more empty pulses would occur with probability 0.025. Its upper limit is the value at which 66 or fewer would occur with probability 0.025. Because $m=-\ln p$ decreases with $p$, the limits change places:

$$0.917<m<1.327,$$

$$5.84\times10^6<J<8.45\times10^6\ \mathrm{cm^{-2}\,s^{-1}}.$$

For a true $m$ equal to the estimate, intervals built this way contain the true value in 95.8% of repeated experiments. The excess over 95% arises because $k$ takes only whole values, so the tail probabilities cannot be adjusted continuously.

If no pulse is empty, $\hat m$ is infinite and the data give only a lower limit. That outcome has probability $(1-e^{-m})^N$. Setting it to 0.05 gives

$$m>-\ln(1-0.05^{1/N})=4.21$$

at 95% confidence for $N=200$. If all pulses are empty, the outcome has probability $e^{-Nm}$, and the upper limit is

$$m<-\frac{\ln0.05}{N}=0.0150 .$$

### Is the rate steady?

One pulse length cannot show that the rate is steady, because any time-dependent rate with the same integral gives the same empty fraction. A simple model of a starting delay is a rate $r(1-e^{-t/\tau})$. Integrating it gives

$$-\ln P_0=r\,[t-\tau(1-e^{-t/\tau})]\simeq r(t-\tau)\quad(t\gg\tau).$$

An assumed delay $\tau=2.0$ ms makes the apparent rate 1.0% too low for a 0.200 s pulse.

A second series with a longer pulse removes this error. If $m_1$ and $m_2$ belong to lengths $t_1$ and $t_2$, both much longer than $\tau$, then $m_2-m_1\simeq r(t_2-t_1)$ and the delay cancels. The variances of the two independent series add, so the relative error of the difference is

$$\frac{1}{m_2-m_1}\sqrt{\frac{e^{m_1}-1}{N}+\frac{e^{m_2}-1}{N}} .$$

With 200 pulses at each of 0.20 s and 0.40 s, and $m_2=2m_1$, this is about 20%. To test steadiness, one compares $m_2-m_1$ with $m_1$, which should be equal here if the rate is steady. Their difference $m_2-2m_1$ has the standard error $\sqrt{[4(e^{m_1}-1)+(e^{m_2}-1)]/N}\simeq0.29$, or about 26% of $m_1$. Such a series is therefore a weak test. In the delay model above, a two-sided test at the 95% level detects a delay that makes the apparent rate 25% too low ($\tau=0.05$ s) in only about a quarter of series, and one that makes it 43% too low ($\tau=0.10$ s) in about two thirds. A 1% departure cannot be seen.

### The result beside a real electrode

The example is set in the regime of silver deposition from aqueous silver nitrate on a carbon-fibre microdisc. The electrode and solution parameters are rough typical values, while the count of 66 is illustrative and not a measurement. Nucleation rates depend strongly on potential and surface preparation, so the value of $J$ found here is not a material constant of silver. Real electrodes can break the assumption of identical, independent pulses: the potential may drift, the surface may age, and silver may remain after cleaning. The estimates below show how far such faults move the number.

**Potential, temperature and area.** Assume that the rate rises tenfold per 25 mV. A constant offset of 1 mV then changes $\ln J$ by $(\ln10)/25=0.092$, so $J$ changes by roughly 9%, about as much as the counting error. For a rate proportional to $e^{-E/k_BT}$, with $k_B$ the Boltzmann constant and $T$ here the temperature, the change in $\ln J$ per kelvin is $E/(k_BT^2)$. An assumed $E=0.50$ eV at 298 K gives 6.5% per kelvin. A 2% error in radius gives a 4% error in area. If the offset, a 1 K temperature error and the radius error are treated as independent standard uncertainties, then

$$\sqrt{9.09^2+9.21^2+6.53^2+4.0^2}\,\%=15.0\% .$$

Under these assumptions, more pulses alone cannot bring the total error below the part due to potential, temperature and area.

**Random changes between pulses.** Let $m$ vary independently from pulse to pulse, with mean $\bar m$ and a small variance $V$. Expanding the exponential to second order gives $\langle e^{-m}\rangle\simeq e^{-\bar m}(1+V/2)$. The estimate therefore tends to $\bar m-V/2$. A Gaussian random potential error of 1 mV standard deviation puts the estimate 0.47% below the pulse-averaged rate. That average itself lies about 0.4% above the rate at the nominal potential, so the estimate is only about 0.05% below the nominal rate. A random error is thus much less harmful than a constant offset of the same size.

**Memory.** Suppose the outcomes of pulses $j$ apart have correlation $\rho^j$, with $\rho>0$. Adding the covariances of all pairs gives

$$\mathrm{Var}(k)=p(1-p)\Bigl[N+2\sum_{j=1}^{N-1}(N-j)\rho^j\Bigr]
\simeq Np(1-p)\frac{1+\rho}{1-\rho}$$

for large $N$, since $1+2\rho/(1-\rho)=(1+\rho)/(1-\rho)$. With $\rho=0.10$ the standard error grows by a factor 1.106, from 9.1% to about 10%. Leftover silver also shifts the estimate. If a fraction $s$ of pulses starts with a seed that is counted as a nucleus, the empty probability becomes $(1-s)e^{-m}$, and $-\ln(1-s)$ is added to $m$. For $s=0.02$ the rate appears 1.8% too high.

**Missed nuclei.** If each nucleus in a Poisson process is missed independently with probability $q$, a pulse looks empty with probability

$$\sum_{n=0}^{\infty}e^{-m}\frac{m^n}{n!}q^n=e^{-(1-q)m}.$$

Missing 5% of nuclei thus lowers the rate by 5%. The loss is larger if the first nucleus blocks all others, because no second nucleus can then reveal the pulse as active. The apparent empty probability becomes $e^{-m}+q(1-e^{-m})$, and $m$ is lowered by $\ln[1+q(e^m-1)]$. This exceeds $qm$ for $0<q<1$, because the convexity of the exponential gives $e^{qm}<1-q+qe^m$.

At least partial suppression of later nuclei is possible here. With a diffusion coefficient $D=1.5\times10^{-5}\ \mathrm{cm^2/s}$, the diffusion length $\sqrt{Dt}$ is 17.3 µm, larger than the 10 µm disc diameter. This length shows how far depletion can spread, not how strong it is. For illustration, a later-rate factor $f=0.30$ would reduce the mean count from 1.109 to 0.802, while the empty fraction would stay at 0.330.

**Start and end of the pulse.** The time to charge the electrode's double layer can be estimated by replacing the disc with a hemisphere of radius $a$ when finding the solution resistance. For conductivity $\kappa$,

$$R=\int_a^\infty\frac{dx}{2\pi\kappa x^2}=\frac{1}{2\pi\kappa a}.$$

With capacitance $c$ per area, the charging time is $R\,c\,\pi a^2=ac/(2\kappa)$. For $c=20\ \mathrm{\mu F/cm^2}$ and $\kappa=0.10$ S/cm it is about $5\times10^{-8}$ s, or about $8\times10^{-8}$ s with the resistance $1/(4\kappa a)$ of a true disc. Either value is negligible beside the pulse; the response time of the instrument is not included.

If nuclei are made visible by a 1.0 s growth pulse whose driving potential is 100 mV weaker, new nuclei may form during it. Extending the tenfold-per-25 mV rule over that range, their expected number on a bare electrode, relative to the main pulse, is

$$\frac{1.0}{0.200}\times10^{-100/25}=5\times10^{-4}.$$

This is negligible here, but under the same rule it grows tenfold for every 25 mV by which the growth pulse is strengthened. A constant slope over 100 mV is a rough assumption: in classical nucleation theory the rate falls more steeply as the driving potential weakens, which would make the ratio smaller still. That theory is only a qualitative guide here, because a tenfold rise per 25 mV at 298 K corresponds to a critical cluster of only about two atoms. The growth pulse must nevertheless be strong enough for the nuclei already formed to grow rather than dissolve, or they will be missed.

The numerical output lists the inputs and the main results, some of them with more digits than are quoted here.

## Calculated quantities

```
Pulses; empty pulses: 200; 66
Empty fraction: 0.330
Pulse length: 0.200 s
Disc radius: 5.0 um
Disc area: 7.8540e-07 cm^2
Estimated mean events per pulse: 1.1087
Standard error of mean events: 0.1008
Exact sampling standard deviation: 0.1018
Event rate on electrode: 5.543 s^-1
Nucleation rate J: 7.058e+06 cm^-2 s^-1
Standard error of J: 6.41e+05 cm^-2 s^-1
J converted: 0.0706 um^-2 s^-1
Relative statistical error: 9.09 %
95% interval, mean events: 0.9167 to 1.3269
95% interval, J: 5.836e+06 to 8.447e+06 cm^-2 s^-1
Exact interval coverage at estimate: 95.80 %
Bias of mean events, formula; exact: 0.00508; 0.00514
No empty pulses, 95% lower limit on mean: 4.209
All pulses empty, 95% upper limit on mean: 0.01498
Best mean events; empty fraction: 1.5936; 0.2032
Best pulse length: 0.287 s
Relative error at best length: 8.79 %
Relative error at mean 0.1: 22.9 %
Relative error at mean 0.5: 11.4 %
Relative error at mean 1.0: 9.3 %
Relative error at mean 3.0: 10.3 %
Relative error at mean 4.0: 12.9 %
Later-rate factor in shielding model: 0.30
Mean count with shielding: 0.8016
Mean count with 5 sites: 0.9944
Diffusion coefficient: 1.5e-05 cm^2/s
Diffusion reach in one pulse: 17.3 um
Induction lag; loss in J: 2.0 ms; 1.00 %
Second pulse length: 0.40 s
Relative error, two-length method: 20.4 %
Capacitance: 20.0 uF/cm^2
Conductivity: 0.10 S/cm
Double-layer charging time: 5.0e-08 s
Potential change for tenfold rate: 25.0 mV
Log-rate change for 1 mV offset: 9.21 %
Loss in mean rate, 1 mV jitter: 0.47 %
Temperature: 298.15 K
Activation energy: 0.50 eV
Log-rate change for 1 K: 6.53 %
Radius error; area error: 2.0; 4.0 %
Missed nuclei; loss in J: 5.0; 5.0 %
Seeded pulses; gain in J: 2.0; 1.82 %
Correlation of neighbouring pulses: 0.10
Standard-error factor from correlation: 1.1055
Growth pulse length: 1.0 s
Growth-pulse potential reduction: 100.0 mV
Growth-pulse events / main events: 5.0e-04
Combined error (count, 1 mV, 1 K, area): 15.0 %
```
